# The Deal–Grove law of thermal oxidation and its two limits, part 2

A flat oxide layer of thickness $x(t)$, initially $x_i$, grows on silicon in oxygen at fixed temperature and pressure. Oxygen molecules cross a gas film, dissolve in the oxide, diffuse through it and react at the silicon interface. Depth $y$ is measured in the frame of the older oxide, which moves as a rigid layer: the outer surface stays at $y=0$ and the interface, at $y=x$, advances with velocity $dx/dt$. The flux $F$, in molecules per unit area and time, is positive towards the silicon.

The dissolved concentration is $c(y)$, with value $C_i$ at the interface. $C^*$ is its value in equilibrium with the bulk gas, proportional to the oxidant pressure by Henry's law. $N$ is the number of oxidant molecules built into unit volume of oxide, and $\varepsilon=C^*/N$. The oxidant has diffusivity $D$, interface rate constant $k$ (with $F=kC_i$) and gas-film coefficient $h$, which is the gas-side coefficient $h_G$ converted to dissolved concentrations.

Treating the flux as steady at each instant gives

$$F=\frac{C^*}{\dfrac1k+\dfrac1h+\dfrac xD}.\tag{1}$$

Neglecting the dissolved molecules left in new oxide,

$$N\,\frac{dx}{dt}=F.\tag{3}$$

With

$$A=2D\left(\frac1k+\frac1h\right),\qquad B=\frac{2DC^*}{N},\tag{4}$$

integration gives the Deal–Grove law, also called the quadratic law:

$$\boxed{x^2+Ax=B(t+\tau)},\qquad \tau=\frac{x_i^2+Ax_i}{B}.\tag{6}$$

We write $s=t+\tau$ for the shifted time.

The example is dry oxidation at 1273 K and 760 Torr, with $x_i=2$ nm, $D=7.0\times10^5$ nm$^2$/s, $k=9.0\times10^3$ nm/s, $h=3.46\times10^9$ nm/s, $C^*=5.0\times10^{16}$ cm$^{-3}$ and $N=2.2\times10^{22}$ cm$^{-3}$. Hence $\varepsilon=2.273\times10^{-6}$, $A=155.56$ nm, $B=11455$ nm$^2$/h and $\tau=0.0275$ h. The gas film is negligible, and the oxide is 55.7 nm thick after 1 h.

## 12. Thin oxide: the linear law

Factor the left side of the quadratic law and divide by $A+x$:

$$x(A+x)=Bs,\qquad x=\frac{Bs/A}{1+x/A}.$$

When $x\ll A$ the denominator is close to one, and

$$x\simeq\frac BA\,s.\tag{8}$$

The linear law overestimates the thickness by the factor

$$\frac{Bs/A}{x}=1+\frac xA.\tag{9}$$

Its relative error is thus $x/A$, with no further approximation inside the model. The error stays below 10 % while $x<0.1A$, which is 15.6 nm here. This compares the linear law with the full law of the model; real oxides this thin grow faster in dry oxygen than the model allows, and section 16 makes a rough allowance for this.

The linear rate constant is

$$\frac BA=\frac{2DC^*/N}{2D(1/k+1/h)}=\frac{C^*}{N(1/k+1/h)}.$$

The diffusivity has cancelled. A thin oxide offers little resistance. When also $h\gg k$, the interface receives nearly the concentration set by the gas, and the reaction controls the rate. In the example $B/A=73.6$ nm/h.

## 13. Thick oxide: the parabolic law

Now divide the quadratic law by $x^2$ and take the square root:

$$\frac{Bs}{x^2}=1+\frac Ax,\qquad \frac{\sqrt{Bs}}{x}=\sqrt{1+\frac Ax}.\tag{10}$$

When $x\gg A$ the right side approaches one, and

$$x\simeq\sqrt{Bs}.\tag{11}$$

The constant $B$ contains $D$ and $C^*$ but not $k$. Diffusion has become the main resistance, and the interface concentration $C_i$ is small compared with $C^*$.

The approach to this limit is slow. An overshoot below 10 % requires $1+A/x<1.21$, hence $x>A/0.21=741$ nm. To see what remains, complete the square:

$$\left(x+\frac A2\right)^2=Bs+\frac{A^2}{4},\qquad x=\sqrt{Bs+\frac{A^2}{4}}-\frac A2.$$

The root differs from $\sqrt{Bs}$ by

$$\sqrt{Bs+\frac{A^2}{4}}-\sqrt{Bs}=\frac{A^2/4}{\sqrt{Bs+A^2/4}+\sqrt{Bs}},$$

as follows on multiplying and dividing by the sum of the roots. This difference tends to zero at long times, so

$$x\to\sqrt{Bs}-\frac A2.\tag{12}$$

The deficit below the parabolic law thus approaches $A/2=77.8$ nm. It does not vanish at long times; its size relative to $x$ does.

## 14. Between the limits

The effective power of the shifted time $s$ is the logarithmic slope. From $s=(x^2+Ax)/B$ we have $ds/dx=(2x+A)/B$, and therefore

$$\frac{d\ln x}{d\ln s}=\frac sx\frac{dx}{ds}=\frac{x+A}{B}\,\frac{B}{2x+A}=\frac{x+A}{2x+A}.\tag{13}$$

It falls from 1 for a thin oxide to $1/2$ for a thick one. Against the furnace time $t$ the slope is smaller by the factor $t/s$, since $ds=dt$. At 0.1 h this gives 0.744 instead of 0.949; at 10 h the difference is negligible. In the example, with the slope taken in $s$:

| $t$ (h) | $x$ (nm) | linear (nm) | parabolic (nm) | slope |
|---:|---:|---:|---:|---:|
| 0.1 | 8.88 | 9.39 | 38.2 | 0.949 |
| 1 | 55.7 | 75.7 | 108.5 | 0.791 |
| 10 | 269.9 | 738 | 339 | 0.612 |
| 100 | 995 | 7366 | 1070 | 0.536 |

At 1 h neither limiting law is useful: one is 36 % too high, the other 95 %. Equation (9) gives $1+55.7/155.6=1.36$ for the first, as it should. The overshoot formulas were tested on the numerically integrated thickness at these four times and held within the test tolerance of one part in $10^5$; as exact rearrangements of the quadratic law, they are limited only by the accuracy of the integration.

The two limiting laws give equal thickness when $Bs/A=\sqrt{Bs}$, that is, when $Bs=A^2$. Both then give $x=A$, while the quadratic law gives

$$x^2+Ax-A^2=0,\qquad x=\frac{\sqrt5-1}{2}A=0.618A.$$

This occurs at $s=2.11$ h with $x=96.1$ nm. The slope there is $1.618/2.236=0.724$.

The roles of $D$ and $k$ were tested by integrating the fluxes from bare silicon, changing one constant at a time at fixed growth time. At $0.00211$ h the oxide is 0.155 nm thick, which serves as a mathematical limit since a continuous layer is meaningless at that size. Ten times $D$ multiplies it by 1.0009, and ten times $k$ by 9.17. The second factor is below 10 because the larger $k$ reduces $A$ tenfold, making $x/A$ no longer negligible. At 21125 h, again a mathematical limit, ten times $D$ gives a factor 3.13, near $\sqrt{10}$, while ten times $k$ gives 1.0045.

Pressure acts differently. By Henry's law $C^*$ is proportional to pressure. At fixed $D$, $k$ and $h$, $A$ stays the same and $B$ is proportional to pressure. Since

$$x^2+Ax-x_i^2-Ax_i=Bt,$$

doubling the pressure halves the time needed to reach a given thickness from the same $x_i$ in this model. In real dry oxidation the linear rate constant rises less than proportionally with pressure, so the time falls by less than half, especially for thin oxides.

## 15. How good is the steady profile?

The interface moves, so the profile must change and cannot be strictly steady. A first estimate compares two times. Diffusion across the layer takes about $x^2/D$, which is 4.4 ms for the 1 h oxide. The time for the thickness to change appreciably is $x/(dx/dt)$. Their ratio is $(x/D)\,dx/dt$. Since the flux cannot exceed $DC^*/x$ in the steady model, $dx/dt\le D\varepsilon/x$, and the ratio is at most $\varepsilon$.

The correction itself can be derived. Let $h\to\infty$, so that $c=C^*$ at $y=0$. In the frame of the oxide,

$$\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial y^2},\qquad 0<y<x(t).$$

At the interface the arriving molecules either react or remain dissolved in the new oxide:

$$-D\frac{\partial c}{\partial y}=kC_i+C_i\frac{dx}{dt},\qquad N\frac{dx}{dt}=kC_i.$$

Introduce the dimensionless variables

$$u=\frac c{C^*},\quad Y=\frac{ky}{D},\quad X=\frac{kx}{D},\quad \theta=\frac{k^2\varepsilon t}{D}.$$

Then $dx/dt=k\varepsilon\,dX/d\theta$. With $u_i=C_i/C^*$, the equations become

$$\varepsilon\frac{\partial u}{\partial\theta}=\frac{\partial^2u}{\partial Y^2},\qquad \frac{dX}{d\theta}=u_i,\qquad -\left.\frac{\partial u}{\partial Y}\right|_X=u_i+\varepsilon u_i^2.$$

**Leading order.** For $\varepsilon=0$ the profile is straight, $u=1-aY$. The interface condition gives $a=u_i=1-aX$, so $a=u_i=1/(1+X)$. This is the Deal–Grove result.

**First order.** Use the leading profile on the left of the diffusion equation. At fixed $Y$,

$$\frac{\partial u}{\partial\theta}=-Y\frac{d}{d\theta}\frac1{1+X}=\frac{Y}{(1+X)^2}\frac{dX}{d\theta}=\frac{Y}{(1+X)^3}.$$

Thus $\partial^2u/\partial Y^2=\varepsilon Y/(1+X)^3$. Two integrations with $u(0)=1$ give

$$u=1-aY+\frac{\varepsilon Y^3}{6(1+X)^3},$$

where $a$ is again to be found. In the small term $\varepsilon u_i^2$ we may use $u_i=1/(1+X)$. The interface condition then reads

$$a-\frac{\varepsilon X^2}{2(1+X)^3}=u_i+\frac{\varepsilon}{(1+X)^2}.$$

Solve this for $a$ and insert it in $u_i=1-aX+\varepsilon X^3/[6(1+X)^3]$. The two cubic terms combine as $-\frac12+\frac16=-\frac13$:

$$(1+X)u_i=1-\varepsilon\left[\frac{X}{(1+X)^2}+\frac{X^3}{3(1+X)^3}\right].$$

Put $w=X/(1+X)$, so that $1-w=1/(1+X)$. The bracket is

$$w(1-w)+\frac{w^3}{3}=\frac{3w-3w^2+w^3}{3}=\frac{1-(1-w)^3}{3}.$$

At a given thickness, the growth rate is therefore the Deal–Grove rate times

$$(1+X)u_i=1-\frac\varepsilon3\left[1-\frac1{(1+X)^3}\right].\tag{14}$$

The rate is lowered because some arriving oxidant fills the growing layer. The stored share of the entering flux, $(a-u_i)/u_i=\varepsilon\,[1/(1+X)+X^2/(2(1+X)^2)]$ to this order, tends to $\varepsilon$ for a thin oxide and to $\varepsilon/2$ for a thick one. The loss of rate is smaller than this share, because the flux entering at the outer surface rises above its steady value and makes up part of it. To this order the loss is below $\varepsilon/3$. The result applies after any initial profile has relaxed, which takes a time of order $x^2/D$.

The full moving-boundary equations were solved numerically with $\varepsilon$ exaggerated to 0.02 and 0.01, starting from a straight profile at $X=0.0257$, the example's 2 nm. The table gives the relative rate loss divided by $\varepsilon$ at $\theta=0.947$ and $\theta=30$:

| $\varepsilon$ | $X$ | computed | equation (14) |
|---:|---:|---:|---:|
| 0.02 | 0.714 | 0.2649 | 0.2672 |
| 0.02 | 6.789 | 0.3296 | 0.3326 |
| 0.01 | 0.715 | 0.2661 | 0.2673 |
| 0.01 | 6.801 | 0.3311 | 0.3326 |

The remaining differences shrink with $\varepsilon$, as expected of a first-order result. For the 1 h oxide the actual $\varepsilon$ gives a relative rate loss of $6\times10^{-7}$. The steady profile is thus an excellent approximation here. Its error would no longer be small if the dissolved concentration became comparable with $N$.

## 16. The example beside real oxidation

The parameters are rough values for dry oxidation of silicon near 1000 °C, where an hour gives an oxide some tens of nanometres thick. The 100 h entry is far longer than a usual process step. The assumption that fails most clearly in dry oxygen is that one constant $k$ and one constant $D$ describe growth from the first nanometres: real thin oxides grow faster than this law allows. A rough allowance adds a rate of 147 nm/h that decays with thickness over 7 nm, raising the 1 h result from 55.7 to 60.4 nm. The same allowance raises the 0.1 h result from 8.9 to 13.5 nm. It may well be too small: Deal and Grove's dry fit at 1000 °C, whose $A$ and $B$ are close to ours, absorbs the early growth in $\tau\approx0.37$ h, as if $x_i$ were about 23 nm, and with that $x_i$ the model gives 69 nm after 1 h. For the 1 h oxide the choice of $k$ matters about as much as this larger shift. It suits a (111) surface; for (100) the rate constant is lower by a factor of roughly 1.7, which gives 39.4 nm. Heavy n-type doping can raise it, and a doubled $k$ gives 75.7 nm. In each comparison the time, initial oxide and other constants are held fixed.

Temperature enters through both rate constants. With rough activation energies of 1.2 eV for $B$ and 2.0 eV for $B/A$, a furnace 5 K too hot adds 2.8 nm, or 5 %, to the 1 h oxide. These shifts are far larger than the errors from the gas film and the unsteady profile. Among the effects compared here, the main uncertainties are therefore the rate constants and the early growth. With shifts of several nanometres, even the nanometre digit describes the model rather than a wafer. The numerical output below gives some values to more digits, for checking the arithmetic.

## Computed results

```
INPUTS (rough: dry oxidation of silicon near 1000 C)
temperature 1273 K, pressure 760 Torr
C* = 5.00e+16 cm^-3, N = 2.20e+22 cm^-3
D = 7.00e+05 nm^2/s, k = 9.00e+03 nm/s, x_i = 2.0 nm
gas film h_G = 3.0 cm/s, gas density = 5.765e+18 cm^-3
DERIVED CONSTANTS
h = 3.459e+09 nm/s, k/h = 2.60e-06, eps = C*/N = 2.273e-06
A = 155.56 nm, D/k = 77.78 nm
B = 11454.5 nm^2/h = 0.01145 um^2/h
B/A = 73.64 nm/h, tau = 0.02751 h
crossing: t+tau = A^2/B = 2.112 h, x = 96.14 nm
at crossing: x/A = 0.6180, log slope = 0.7236
GROWTH: t (h), x (nm), Ci/C*, linear (nm), parabolic (nm), log slope
   0.1     8.88  0.8975      9.39    38.22  0.9488
   1.0    55.71  0.5827     75.66   108.49  0.7913
  10.0   269.94  0.2237    738.39   338.91  0.6118
 100.0   995.45  0.0725   7365.64  1070.41  0.5362
largest relative error, closed law vs integration: 2.3e-11
LIMITS FROM BARE SILICON (integrated fluxes)
t = 0.00211 h: x = 0.1554 nm, linear 0.1556 nm
  x ratio for 10 D: 1.0009, for 10 k: 9.170
t = 21125 h: x = 15478.0 nm, parabolic 15555.6 nm
  x ratio for 10 D: 3.128, for 10 k: 1.0045
UNSTEADY PROFILE: eps, X, rate loss/eps, predicted, thickness lag
0.02 0.7141 0.2649 0.2672 2.984e-03
0.02 6.7889 0.3296 0.3326 3.622e-03
0.01 0.7152 0.2661 0.2673 1.498e-03
0.01 6.8012 0.3311 0.3326 1.818e-03
NEGLECTED EFFECTS AND SENSITIVITIES, 1 h OXIDE
model thickness 55.71 nm, silicon consumed 23.63 nm
thin-oxide extra rate 147.3 nm/h, decay 7.0 nm: x = 60.37 nm (+4.66 nm)
orientation, k/1.7: x = 39.45 nm (-16.26 nm)
heavy n doping, 2 k: x = 75.68 nm (+19.97 nm)
furnace +5 K (1.2 eV for B, 2.0 eV for B/A): +2.77 nm
unsteady profile: relative rate loss 6.08e-07
diffusion time x^2/D = 4.43 ms
```
